# Radial pair equations and grid solution for the helium-like second-order energy

**Question: partial-wave sum for the second-order energy of helium-like ions converges too slowly**

I want the coefficient $E_2$ in the $1/Z$ expansion of the helium-like ground state, $E(Z)=Z^2E_0+ZE_1+E_2+\dots$, by solving the first-order equation on a radial grid, one $l$ at a time. My $l=0$ matrix is singular, I cannot judge my grid error because the source term has a kink, and after $l=10$ the sum is still moving in the fifth decimal. I am told to add the Schwartz tail. How are the radial equations set up and solved, where does the tail come from, how large is its error, and what is $E_2$?

**Answer**

### Radial pair equations

The nucleus is infinitely heavy and relativity is ignored. With lengths in bohr$/Z$, $H=Z^2\,[H_0+Z^{-1}/r_{12}]$ hartree and $H_0=\sum_i(-\tfrac12\nabla_i^2-1/r_i)$, so $\psi_0=e^{-r_1-r_2}/\pi$ and $E_0=-1$. The first and second orders in $1/Z$ read

$$(H_0-E_0)\psi_1=-(1/r_{12}-E_1)\psi_0,\qquad (H_0-E_0)\psi_2=-(1/r_{12}-E_1)\psi_1+E_2\psi_0 .$$

Projecting the second on $\psi_0$ removes its left side, so $E_2=\langle\psi_0|1/r_{12}-E_1|\psi_1\rangle$.

Let $u(r)=2re^{-r}$, $u_i=u(r_i)$, so that $\psi_0=u_1u_2/(4\pi r_1r_2)$. Expand

$$\frac1{r_{12}}=\sum_l g_lP_l(\cos\theta_{12}),\quad g_l=\frac{r_<^l}{r_>^{l+1}},\qquad \psi_1=\frac1{4\pi r_1r_2}\sum_l f_l(r_1,r_2)P_l(\cos\theta_{12}).$$

By the addition theorem $P_l(\cos\theta_{12})$ is a sum of products $Y_{lm}^*(1)Y_{lm}(2)$, hence an eigenfunction of both $\mathbf L_1^2$ and $\mathbf L_2^2$ with eigenvalue $l(l+1)$. The radial Laplacian of $f/r$ is $f''/r$. Equating coefficients of $P_l$ gives

$$\mathcal L_lf_l=-S_l,\quad \mathcal L_l=h_l(1)+h_l(2)+1,\quad S_l=(g_l-E_1\delta_{l0})u_1u_2,$$

with $h_l=-\tfrac12\partial_r^2+l(l+1)/2r^2-1/r$. Since $\iint P_lP_{l'}\,d\Omega_1d\Omega_2=(4\pi)^2\delta_{ll'}/(2l+1)$,

$$E_2=\sum_lE_2(l),\qquad E_2(l)=\frac1{2l+1}\iint S_lf_l\,dr_1dr_2 .$$

The singularity at $l=0$ is physical: $\mathcal L_0u_1u_2=0$, so a solution exists only if $\iint S_0u_1u_2=0$, which fixes $E_1$. Put $r_>=s$, $r_<=ts$, with Jacobian $s$ and a factor 2 for the two triangles. For any symmetric $F$,

$$\iint u_1^2u_2^2F=32\int_0^\infty\!ds\int_0^1\!dt\;s^5t^2e^{-2s(1+t)}F.\tag{1}$$

For $F=1/s$ the $s$ integral is $4!/[2(1+t)]^5$, so $E_1=24\int_0^1t^2(1+t)^{-5}dt=24\,(\tfrac38-\tfrac7{12}+\tfrac{15}{64})=\tfrac58$, where $v=1+t$ turns the integrand into $v^{-3}-2v^{-4}+v^{-5}$. Adding a multiple of $u_1u_2$ to $f_0$ then leaves $E_2(0)$ unchanged, so that mode may be dropped.

### The grid

Take $r=a(e^\xi-1)$, so $p\equiv dr/d\xi=r+a$ and $dp/d\xi=p$. The mesh is uniform near the nucleus, logarithmic outside, and contains $r=0$, where $f_l=0$. For $f=p^{1/2}w$,

$$f_r=p^{-1/2}(w'+\tfrac12w),\qquad f_{rr}=p^{-3/2}(w''-\tfrac14w),$$

so $(h_l+\tfrac12)f=p^{-3/2}\mathcal Aw$ with $\mathcal A=-\tfrac12\partial_\xi^2+\tfrac18+p^2[l(l+1)/2r^2-1/r+\tfrac12]$. With $f_l=\sqrt{p_1p_2}\,w$, multiplying the pair equation by $(p_1p_2)^{3/2}$ gives $p_2^2\mathcal A_1w+p_1^2\mathcal A_2w=-(p_1p_2)^{3/2}S_l$. Define $M=p^{-1}\mathcal Ap^{-1}$ and $W=p_1p_2w$; then $p_2^2\mathcal A_1w=p_1p_2M_1W$, and dividing by $p_1p_2$,

$$MW+WM=-T,\qquad T=\sqrt{p_1p_2}\,S_l,\qquad \iint S_lf_l\,dr_1dr_2=\iint TW\,d\xi_1d\xi_2 .$$

Three-point differences with step $h$ make $M$ symmetric tridiagonal, with $M_{ii}=(h^{-2}+\tfrac18)/p_i^2+l(l+1)/2r_i^2-1/r_i+\tfrac12$ and $M_{i,i+1}=-1/(2h^2p_ip_{i+1})$. Diagonalize $M=V\,\mathrm{diag}(e_i)V^T$ and set $\tilde T=V^TTV$. Then $\tilde W_{ij}=-\tilde T_{ij}/(e_i+e_j)$ and

$$E_2(l;h)=-\frac{h^2}{2l+1}\sum_{ij}\frac{\tilde T_{ij}^2}{e_i+e_j},$$

with the $1s1s$ term $i=j=0$ omitted for $l=0$. On the grid this mode is only nearly singular: $e_0$ is of order $h^2$ instead of zero, and the omitted term is itself a discretization artefact of order $h^2$.

The kink of $g_l$ lies on grid points, and a formal argument gives an error series in $h^2$. Inside the triangle $\xi_1<\xi_2$ the solution is smooth, the stencil never crosses the diagonal, and its error is even in $h$. Let $\hat w$ continue the solution smoothly across the diagonal. At a diagonal point the two outside neighbours equal their mirror images, so the difference equation there amounts to

$$\hat w(\xi+h,\xi)+\hat w(\xi,\xi-h)-\hat w(\xi,\xi+h)-\hat w(\xi-h,\xi)=0 .$$

The left side is odd in $h$; divided by $h$ it is $2(\partial_1-\partial_2)\hat w+O(h^2)$, again an even series. The energy sum is a trapezoid rule with the kink on nodes, which by the Euler–Maclaurin formula is also even in $h$. The argument does not cover the neighbourhood of $r=0$, so it needs numerical support.

The numerical check uses $a=0.2$, $r_{\max}=22$ and $N=100,200,400,800$ intervals. It tests that successive differences fall by a factor within 0.2 of 4, and finds 4.001 for $l=0$ and 4.055 for $l=10$. For $l=0$ the three finer grids give $-0.1253867720$, $-0.1253470639$ and $-0.1253371392$ hartree. Removing $h^2$ by $v_{h/2}+(v_{h/2}-v_h)/3$ gives $-0.1253470639+3.97081\times10^{-5}/3=-0.1253338279$ and $-0.1253371392+9.9247\times10^{-6}/3=-0.1253338310$. Removing $h^4$ adds $-3.1\times10^{-9}/15$ and gives $-0.1253338312$; the $h^6$ step changes nothing at this precision.

The box has to hold $f_l$, whose source decays as $e^{-r_1-r_2}$, but not the diffuse bound states of $h_l$, which serve only as a basis. Enlarging it to $r_{\max}=35.4$ at fixed step changes $E_2(l)$ for $l=0,1,10$ by at most $4.2\times10^{-14}$ hartree. In a box of radius 600 the extrapolated lowest level of $M$ matches $\tfrac12-1/2(l+1)^2$ to $8.4\times10^{-13}$ for $l=0$–10. The box change is measured on the $N=200$ grid, and the program asserts the two checks with the looser thresholds $10^{-10}$ and $10^{-8}$.

| $l$ | $E_2(l)$ / hartree | partial sum / hartree |
|---|---|---|
| 0 | −0.1253338312 | −0.125333831 |
| 1 | −0.0264951624 | −0.151828994 |
| 2 | −0.0039061340 | −0.155735128 |
| 3 | −0.0010777289 | −0.156812856 |
| 4 | −0.0004060983 | −0.157218955 |
| 5 | −0.0001849954 | −0.157403950 |
| 6 | −0.0000957892 | −0.157499739 |
| 7 | −0.0000543960 | −0.157554135 |
| 8 | −0.0000331197 | −0.157587255 |
| 9 | −0.0000212941 | −0.157608549 |
| 10 | −0.0000143029 | −0.157622852 |

The last Richardson change, an estimate and not a bound, is at most $2.0\times10^{-12}$ hartree.

### Splitting off the cusp

The slow decay comes from the term $\tfrac12r_{12}\psi_0$ that cancels the $1/r_{12}$ singularity. Use $\nabla_i^2r_{12}=2/r_{12}$, $\nabla_1r_{12}=-\nabla_2r_{12}=\mathbf r_{12}/r_{12}$, $\nabla_i\psi_0=-\hat{\mathbf r}_i\psi_0$ and $(H_0-E_0)\psi_0=0$:

$$(H_0-E_0)\tfrac12r_{12}\psi_0=-\frac{\psi_0}{r_{12}}+\frac{\mathbf r_{12}\cdot(\hat{\mathbf r}_1-\hat{\mathbf r}_2)}{2r_{12}}\psi_0=\Big(U-\frac1{r_{12}}\Big)\psi_0 .$$

With $c=\cos\theta_{12}$, $\mathbf r_{12}\cdot(\hat{\mathbf r}_1-\hat{\mathbf r}_2)=r_1-r_1c-r_2c+r_2$, so $U=(r_1+r_2)(1-c)/2r_{12}$, which vanishes at coalescence away from the nucleus. Writing $\psi_1=\tfrac12r_{12}\psi_0+\chi$ leaves $(H_0-E_0)\chi=(E_1-U)\psi_0$. For $l\ge1$ this means $f_l=\tfrac12(r_{12})_lu_1u_2+\chi_l$ and $\mathcal L_l\chi_l=-U_lu_1u_2$. Since $\mathcal L_l$ is symmetric, $\iint g_lu_1u_2\chi_l=-\iint(\mathcal L_lf_l)\chi_l=\iint f_lU_lu_1u_2$. Inserting the split of $f_l$ once more gives $E_2(l)=A_l+B_l+C_l$, where

$$A_l=\frac{\iint u_1^2u_2^2\,g_l(r_{12})_l}{2(2l+1)},\quad B_l=\frac{\iint u_1^2u_2^2\,(r_{12})_lU_l}{2(2l+1)},\quad C_l=-\frac{(b,\mathcal L_l^{-1}b)}{2l+1},\quad b=U_lu_1u_2 .$$

The recurrence $cP_k=[(k+1)P_{k+1}+kP_{k-1}]/(2k+1)$ gives $(c/r_{12})_l=\frac{l}{2l-1}g_{l-1}+\frac{l+1}{2l+3}g_{l+1}$. From $r_{12}=(r_1^2+r_2^2-2r_1r_2c)/r_{12}$,

$$(r_{12})_l=st^l\Big[1+t^2-\frac{2l}{2l-1}-\frac{2(l+1)t^2}{2l+3}\Big]=st^l\Big[\frac{t^2}{2l+3}-\frac1{2l-1}\Big],$$

$$U_l=\tfrac12(1+t)t^l\omega,\qquad\omega=1-\frac{l}{(2l-1)t}-\frac{(l+1)t}{2l+3}.$$

Set $\lambda=l+\tfrac12$ and $t=e^{-x}$. Then $(r_{12})_l=st^le^{-x}\rho$ with

$$\rho=\frac{e^{-x}}{2(\lambda+1)}-\frac{e^{x}}{2(\lambda-1)}=-\frac{\lambda\sinh x+\cosh x}{\lambda^2-1}.$$

Because $\frac l{2l-1}=\tfrac12+\frac1{4(\lambda-1)}$ and $\frac{l+1}{2l+3}=\tfrac12-\frac1{4(\lambda+1)}$, one has $\omega=1-\cosh x+\rho/2$. From $1+t=2e^{-x/2}\cosh(x/2)$ follows $e^{-x}t^{2l+2}(1+t)^{-6}|dt|=K\,dx/64$ with $K=e^{-2\lambda x}\,\mathrm{sech}^6(x/2)$. In (1) the $s$ integrals are $5!/[2(1+t)]^6$ for $A_l$ and $6!/[2(1+t)]^7$ for $B_l$, so

$$A_l=\frac1{4\lambda}\cdot\frac{60}{64}\int_0^\infty\! K\rho\,dx=\frac{15}{64\lambda}\int_0^\infty\! K\rho\,dx,\qquad B_l=\frac1{4\lambda}\cdot\frac{90}{64}\int_0^\infty\! K\rho\,\omega\,dx=\frac{45}{128\lambda}\int_0^\infty\! K\rho\,\omega\,dx .$$

The program tests the commutator in Cartesian coordinates, the Legendre components by quadrature, and these integrals against their two-dimensional definitions. It also solves the $\chi_l$ equation on the grid and finds $|E_2(l)-A_l-B_l-C_l|\le2.0\times10^{-13}$ hartree for $l=1$–10; the two sides come from different source terms, so this checks the extrapolation too.

### Large-$l$ expansion

The factor $e^{-2\lambda x}$ confines the integrals to $x\sim1/\lambda$, that is to $r_1\approx r_2$. Put $y=\lambda x$. The moments $\int_0^\infty y^ne^{-2y}dy=n!/2^{n+1}$ are $\tfrac12,\tfrac14,\tfrac14,\tfrac38,\tfrac34,\tfrac{15}8$ for $n=0$–5. From $\ln\cosh z=z^2/2-z^4/12+\dots$, $\mathrm{sech}^6(x/2)=1-\tfrac34x^2+\tfrac5{16}x^4-\dots$. Multiplying by the Taylor series of $\lambda\sinh x+\cosh x$ gives

$$(y+1)-\Big(\tfrac7{12}y^3+\tfrac14y^2\Big)\lambda^{-2}+\Big(\tfrac{47}{240}y^5-\tfrac1{48}y^4\Big)\lambda^{-4},$$

where $\tfrac7{12}=\tfrac34-\tfrac16$, $\tfrac14=\tfrac34-\tfrac12$, $\tfrac{47}{240}=\tfrac1{120}-\tfrac18+\tfrac5{16}$ and $-\tfrac1{48}=\tfrac1{24}-\tfrac38+\tfrac5{16}$. The three brackets integrate to $\tfrac34$, $-\tfrac9{32}$ and $\tfrac{45}{128}$. The factor $1/(\lambda^2-1)=\lambda^{-2}(1+\lambda^{-2}+\dots)$ turns these into the running sums $\tfrac34,\tfrac{15}{32},\tfrac{105}{128}$, and with $dx=dy/\lambda$ and the prefactor $-\tfrac{15}{64}$,

$$A_l=-\tfrac{45}{256}\lambda^{-4}-\tfrac{225}{2048}\lambda^{-6}-\tfrac{1575}{8192}\lambda^{-8}+\dots$$

For $B_l$ let $m_0=y+1$, $m=y^3/6+y^2/2+y+1$, $n=y^2+y+1$. Then $\rho=-\lambda^{-2}[m_0+m\lambda^{-2}]$ and $\omega=-\lambda^{-2}[n/2+(y^4/24+m/2)\lambda^{-2}]$. The leading product $m_0n/2=(y^3+2y^2+2y+1)/2$ integrates to $\tfrac{15}{16}$. The next order is

$$\tfrac12mn+m_0\Big(\tfrac{y^4}{24}+\tfrac m2\Big)-\tfrac38y^2m_0n=-\tfrac14y^5-\tfrac7{24}y^4+\tfrac5{12}y^3+\tfrac{13}8y^2+2y+1,$$

which integrates to $\tfrac{-15-7+5+13}{32}+1=\tfrac78$. Multiplying by $\tfrac{45}{128}$ gives $B_l=\tfrac{675}{2048}\lambda^{-6}+\tfrac{315}{1024}\lambda^{-8}+\dots$.

$C_l$ can be bounded. Since $h_0\ge-\tfrac12$, $h_l+\tfrac12\ge l(l+1)/2r^2$, so $\mathcal L_l\ge\mathcal W=\tfrac12l(l+1)(r_1^{-2}+r_2^{-2})>0$. Then $(b,\mathcal L_l^{-1}b)=\max_v[2(b,v)-(v,\mathcal L_lv)]\le\max_v[2(b,v)-(v,\mathcal Wv)]=(b,\mathcal W^{-1}b)$. Here $\mathcal W^{-1}=2s^2t^2/[(\lambda^2-\tfrac14)(1+t^2)]$ and $t^2/(1+t^2)=e^{-x}/2\cosh x$. The $s$ integral is $7!/[2(1+t)]^8$, with $32\cdot5040/256=630$, so

$$0\le -C_l\le D_l=\frac{630\cdot\frac14\cdot2}{2\lambda\cdot2\cdot64\,(\lambda^2-\frac14)}\int_0^\infty\!\frac{K\omega^2}{\cosh x}dx=\frac{315}{256\,\lambda(\lambda^2-\frac14)}\int_0^\infty\!\frac{K\omega^2}{\cosh x}dx .$$

At leading order $\omega^2=n^2/4\lambda^4$, and $n^2=y^4+2y^3+3y^2+2y+1$ integrates to $\tfrac{13}4$, so $D_l\to\tfrac{315}{1024}\cdot\tfrac{13}{4}\lambda^{-8}=\tfrac{4095}{4096}\lambda^{-8}$. Thus $C_l$ cannot touch the first two orders, and with $-\tfrac{225}{2048}+\tfrac{675}{2048}=\tfrac{225}{1024}$ the Schwartz formula follows:

$$E_2(l)=-\tfrac{45}{256}\lambda^{-4}+\tfrac{225}{1024}\lambda^{-6}+O(\lambda^{-8}),\qquad A_l+B_l-D_l\le E_2(l)\le A_l+B_l .$$

The leading term of $C_l$ comes from a local argument, valid at leading order in $1/\lambda$. With $d=r_1-r_2$ and $R=(r_1+r_2)/2$, the kinetic term is $-\partial_d^2-\tfrac14\partial_R^2$. Only $\partial_d\sim\lambda/R$ competes with the centrifugal term, so $\mathcal L_l\approx(\lambda^2/R^2)(-\partial_y^2+1)$ with $y=\lambda d/R$, while $\mathcal W\approx\lambda^2/R^2$. The source profile is $e^{-|y|}n(|y|)$. For $\phi=e^{-y}q(y)$ and $y>0$, $-\phi''+\phi=e^{-y}(2q'-q'')$. The cubic $q=\alpha y^3+\beta y^2+\gamma y+\delta$ needs $6\alpha=1$, $4\beta-6\alpha=1$, $2\gamma-2\beta=1$, and evenness in $y$ requires $\phi'(0)=\gamma-\delta=0$; hence $q=m$. Replacing one factor $n$ in $D_l$ by $q$, the product $nq=\tfrac16y^5+\tfrac23y^4+\tfrac53y^3+\tfrac52y^2+2y+1$ integrates to $\tfrac{49}{16}$. So $C_l\to-\tfrac{15435}{16384}\lambda^{-8}$, and the full third coefficient is

$$c_8=-\tfrac{1575}{8192}+\tfrac{315}{1024}-\tfrac{15435}{16384}=-\tfrac{13545}{16384}=-0.82672 .$$

Polynomial extrapolation of the grid data in $\lambda^{-2}$ gives $-0.175779$, $0.2192$ and, for $C_l\lambda^8$, $-0.9420$, against $-0.1757812$, $0.2197266$ and $-0.94208$. The asserted relative tolerances are 0.1 %, 3 % and 0.5 %. The inequality $|C_l|\le D_l$ is tested for $l=1$–10; the ratio rises from 0.6811 to 0.9278, towards $49/52$.

The expansions of $A_l$ and $B_l$ are asymptotic: $\mathrm{sech}(x/2)$ has poles at $x=\pm i\pi$, so its Taylor series, integrated term by term to infinity, does not converge. At small $l$ the formula is useless. It gives $+11.25$ hartree at $l=0$ and $-0.01543$ against $-0.02650$ at $l=1$, where $B_1=0.0680$ even outweighs $A_1=-0.0553$. At $l=10$ it gives $-1.42976\times10^{-5}$ against $-1.43029\times10^{-5}$, an error of 0.04 % of $E_2(10)$. The coefficients belong to the second-order energy of the $1s^2$ state; other states and other orders have different sources and need their own derivation.

### The tail and the result

With the Hurwitz function $\zeta(k,11.5)=\sum_{l\ge11}\lambda^{-k}$,

$$-0.1757812\times2.4941079\times10^{-4}+0.2197266\times1.229184\times10^{-6}=-4.384174\times10^{-5}+2.70084\times10^{-7},$$

so the two-term tail is $-4.357166\times10^{-5}$ hartree, and

$$E_2=-0.157622852-0.000043572=-0.157666424\ \to\ \mathbf{-0.157666}\ \text{hartree}=-4.29032\ \text{eV}.$$

The leading term alone gives $-0.157666694$, which rounds to a different sixth decimal, so the $\lambda^{-6}$ term is needed. The third term adds $-0.82672\times7.1924\times10^{-9}=-5.9\times10^{-9}$ and gives $-0.157666430$. Summing the bracket over $l=11$–400 by quadrature, with the two-term series beyond, confines the tail to $[-4.357787,-4.357078]\times10^{-5}$ hartree, a width of $7\times10^{-9}$.

An independent check uses no partial waves. For any $\varphi$, the first-order equation gives

$$J[\varphi]=\langle\varphi|H_0-E_0|\varphi\rangle+2\langle\varphi|1/r_{12}-E_1|\psi_0\rangle=E_2+\langle\varphi-\psi_1|H_0-E_0|\varphi-\psi_1\rangle\ge E_2 ,$$

because $\langle\varphi|H_0-E_0|\psi_1\rangle=-\langle\varphi|1/r_{12}-E_1|\psi_0\rangle$, $\langle\psi_1|H_0-E_0|\psi_1\rangle=-E_2$ and $H_0\ge E_0$. For $\varphi=F\psi_0$, $(H_0-E_0)F\psi_0=-\tfrac1{2\psi_0}\sum_i\nabla_i\cdot(\psi_0^2\nabla_iF)$, so integration by parts makes the first term $\tfrac12\int\psi_0^2\sum_i|\nabla_iF|^2$. Take $\sigma=r_1+r_2$, $\tau=r_1-r_2$, $\eta=r_{12}$. From $\eta\,d\eta=-r_1r_2\,dc$ the volume element is $8\pi^2r_1r_2\eta\,dr_1dr_2d\eta=\pi^2\eta(\sigma^2-\tau^2)\,d\sigma\,d\tau\,d\eta$ on $|\tau|\le\eta\le\sigma$. The law of cosines gives $\hat{\mathbf r}_1\cdot\nabla_1\eta=(\eta^2+\sigma\tau)/2r_1\eta$ and $\hat{\mathbf r}_2\cdot\nabla_2\eta=(\eta^2-\sigma\tau)/2r_2\eta$; their sum multiplies $F_\sigma F_\eta$, their difference multiplies $F_\tau F_\eta$, and the $F_\sigma F_\tau$ terms of the two electrons cancel. With $r_1r_2=(\sigma^2-\tau^2)/4$,

$$\tfrac12\sum_i|\nabla_iF|^2=F_\sigma^2+F_\tau^2+F_\eta^2+\frac{2\sigma(\eta^2-\tau^2)F_\sigma F_\eta+2\tau(\sigma^2-\eta^2)F_\tau F_\eta}{\eta(\sigma^2-\tau^2)} .$$

For monomials $\sigma^\mu\tau^\nu\eta^\kappa$ with $\mu$ integer or half-integer and $\nu$ even, every matrix element reduces to $\int e^{-2\sigma}\sigma^\mu\tau^\nu\eta^\kappa=\Gamma(\mu+\nu+\kappa+3)/[(\nu+1)(\nu+\kappa+2)2^{\mu+\nu+\kappa+3}]$ over $0<\tau<\eta<\sigma$. The minimum of $J$ is $-0.157666393$ hartree with 119 functions (total degree up to 7) and $-0.157666428$ with 219 (degree up to 9). The program asserts agreement with the grid sums to $10^{-7}$ hartree.

The Hylleraas number is an upper bound, not a value. Together with the lower end of the bracket, and taking the grid sum as exact at this precision, it places $E_2$ between $-0.157666430$ and $-0.157666428$ hartree. The two-term total lies above that interval by 4 to $6\times10^{-9}$ hartree, as the negative sign of $c_8$ requires.

For helium, $Z=2$, the energy through second order is $-4+1.25-0.157666=-2.907666$ hartree, or $-79.1216$ eV. It omits $E_3/Z$ and higher terms and is not a variational bound. The program and its output follow.

## Values computed for the example and the checks

```
grid: a=0.2, rmax=22.0 (bohr/Z), xi_max=4.70953, N=(100, 200, 400, 800), h(N=100)=0.04710
A coefficients lam^-4,-6,-8 (hartree): [-45/256, -225/2048, -1575/8192]
B coefficients lam^-4,-6,-8 (hartree): [0, 675/2048, 315/1024]
C8=-15435/16384=-0.94208, D8=4095/4096=0.99976 hartree
c4=-45/256=-0.1757812, c6=225/1024=0.2197266, c8=-13545/16384=-0.82672 hartree
max level error l=0..10, box 600: 8.4e-13 (Z^2 hartree); solvability residual 1.3e-12
max change of E2(l), rmax 22.0 -> 35.4: 4.2e-14 hartree
raw E2(0) hartree: -1.255457556e-01 -1.253867720e-01 -1.253470639e-01 -1.253371392e-01 ratio 4.001
raw E2(10) hartree: -1.549152001e-05 -1.458902374e-05 -1.437366662e-05 -1.432055691e-05 ratio 4.055
l  E2(l)  last Richardson change  partial sum  two-term series (hartree)
 0 -0.1253338312 3.2e-14 -0.125333831 11.2500000000
 1 -0.0264951624 2.2e-14 -0.151828994 -0.0154320988
 2 -0.0039061340 1.1e-13 -0.155735128 -0.0036000000
 3 -0.0010777289 2.3e-13 -0.156812856 -0.0010518576
 4 -0.0004060983 3.9e-13 -0.157218955 -0.0004022083
 5 -0.0001849954 5.8e-13 -0.157403950 -0.0001841596
 6 -0.0000957892 8.1e-13 -0.157499739 -0.0000955600
 7 -0.0000543960 1.1e-12 -0.157554135 -0.0000543210
 8 -0.0000331197 1.4e-12 -0.157587255 -0.0000330916
 9 -0.0000212941 1.7e-12 -0.157608549 -0.0000212824
10 -0.0000143029 2.0e-12 -0.157622852 -0.0000142976
l  A  B  C(grid)  D (hartree)  |C|/D
 1 -5.526617e-02 6.798334e-02 -3.92123e-02 5.75701e-02 0.6811
 2 -5.084214e-03 1.660183e-03 -4.82102e-04 6.03642e-04 0.7987
 3 -1.239857e-03 1.965661e-04 -3.44375e-05 4.04639e-05 0.8511
 4 -4.430525e-04 4.181268e-05 -4.85849e-06 5.52370e-06 0.8796
 5 -1.962970e-04 1.231354e-05 -1.01191e-06 1.12838e-06 0.8968
 6 -9.999062e-05 4.474073e-06 -2.72645e-07 3.00296e-07 0.9079
 7 -5.619207e-05 1.884354e-06 -8.83095e-08 9.64604e-08 0.9155
 8 -3.397253e-05 8.856949e-07 -3.28551e-08 3.56782e-08 0.9209
 9 -2.173368e-05 4.531698e-07 -1.36205e-08 1.47279e-08 0.9248
10 -1.454485e-05 2.480887e-07 -6.15899e-09 6.63853e-09 0.9278
max |E2(l)-(A+B+C)|, l=1..10: 2.0e-13 hartree
C lam^8 at l=10,15,20 (hartree): -0.90996 -0.92659 -0.93305
from grid data: c4=-0.175779, c6=0.2192, C8=-0.9420 hartree
zeta(4,6,8; 11.5) = 2.4941079e-04 1.229184e-06 7.1924e-09
tail terms: -4.384174e-05 2.70084e-07 -5.946e-09 hartree
tail two-term -4.357166e-05, three-term -4.357760e-05 hartree
tail bracket [-4.357787e-05, -4.357078e-05] hartree
sum l=0..10: -0.157622852 hartree
E2 with leading tail -0.157666694, two-term -0.157666424, three-term -0.157666430 hartree
Hylleraas functional: 119 functions -0.157666393, 219 functions -0.157666428 hartree
Hylleraas minus three-term sum: 1.3e-09 hartree
E2 = -0.157666 hartree = -4.29032 eV; share of l=0: 79.49 %
He (Z=2) through second order: -2.907666 hartree = -79.1216 eV
```
